# Onset of gold d-electron excitation by slow protons: test program

```python
"""
Onset speed for proton excitation of an electron a depth D below the Fermi level.
Result under test (Hartree atomic units, heavy projectile):
    maximum transfer = 2 v (v + u)
    onset speed      = (sqrt(u^2 + 2 D) - u) / 2
v: projectile speed, u: initial electron speed, D: required excitation energy.
For a free-electron band, u^2 = v_F^2 - 2 D, with v_F the Fermi speed.
The gold example also sizes recoil, temperature, lattice and orbital effects.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto, scf, dft

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
SPEED_AU = const.physical_constants["atomic unit of velocity"][0]
PROTON_MASS = const.m_p / const.m_e
KT_EV = const.k * 300.0 / const.e


def onset(u, depth):
    return (np.sqrt(u * u + 2 * depth) - u) / 2


def proton_energy_ev(v):
    return 0.5 * PROTON_MASS * v * v * HARTREE_EV


# Rough gold parameters: fcc, four atoms per cube, one free electron per atom.
lattice_nm = 0.408
depth_ev = 2.0
lattice = lattice_nm * 1e-9 / BOHR_M
density = 4 / lattice**3
depth = depth_ev / HARTREE_EV
v_fermi = (3 * np.pi**2 * density) ** (1 / 3)
fermi_energy = v_fermi**2 / 2
u_band = np.sqrt(v_fermi**2 - 2 * depth)
v_on = onset(u_band, depth)
v_shortcut = onset(v_fermi, depth)
v_rest = onset(0.0, depth)

# Count plane-wave states in a periodic box to test the Fermi speed.
radius = 24
box = 2 * np.pi * radius / v_fermi
axis = np.arange(-radius, radius + 1)
nx, ny, nz = np.meshgrid(axis, axis, axis, indexing="ij")
states = 2 * np.count_nonzero(nx**2 + ny**2 + nz**2 <= radius**2)
assert abs(states / box**3 / density - 1) < 0.01  # finite-box surface error

# Scan elastic collisions in three dimensions, in the center-of-mass frame.
mu_grid = np.linspace(-1, 1, 61)[:, None, None]
cos_grid = np.linspace(-1, 1, 61)[None, :, None]
phi_grid = np.linspace(0, 2 * np.pi, 24, endpoint=False)[None, None, :]


def scanned_transfer(v, u, mass):
    ux = u * np.sqrt(1 - mu_grid**2)
    uz = u * mu_grid
    cx = ux / (mass + 1)
    cz = (mass * v + uz) / (mass + 1)
    relative = np.sqrt(ux**2 + (uz - v)**2)
    radius_cm = relative * mass / (mass + 1)
    sin_grid = np.sqrt(1 - cos_grid**2)
    fx = cx + radius_cm * sin_grid * np.cos(phi_grid)
    fy = radius_cm * sin_grid * np.sin(phi_grid)
    fz = cz + radius_cm * cos_grid
    return np.max((fx**2 + fy**2 + fz**2 - u*u) / 2)


for v, u in [(0.04, 0.6), (0.2, 0.1), (0.3, 0.0)]:
    assert abs(scanned_transfer(v, u, 1e12) - 2*v*(v+u)) < 1e-9
for u, expected in [(u_band, v_on), (v_fermi, v_shortcut), (0.0, v_rest)]:
    root = brentq(lambda v: scanned_transfer(v, u, 1e12) - depth, 1e-3, 0.5)
    assert abs(root - expected) < 1e-8
v_recoil = brentq(
    lambda v: scanned_transfer(v, u_band, PROTON_MASS) - depth, 0.01, 0.5)
recoil_shift = (v_fermi + u_band) / (2 * PROTON_MASS)
assert abs(v_recoil - v_on - recoil_shift) < 1e-8
speed_scan = np.linspace(0, 3, 301)
assert np.all(np.diff(onset(speed_scan, depth)) < 0)

# Scan empty quantum final states subject to energy conservation.
final_k = np.linspace(v_fermi, 3.0, 801)[:, None]
angle = np.linspace(-1, 1, 401)[None, :]
momentum = np.sqrt(final_k**2 + u_band**2 - 2*final_k*u_band*angle)
needed_speed = (final_k**2 - u_band**2) / (2 * momentum)
assert abs(needed_speed.min() - v_on) < 1e-10
q_on = v_fermi + u_band
assert abs(depth / needed_speed.min() - q_on) < 1e-8


# Flux-weighted fraction allowed by Pauli exclusion, isotropic scattering.
def allowed_fraction(v):
    def relative(mu):
        return np.sqrt(u_band**2 + v*v - 2*u_band*v*mu)

    def allowed_flux(mu):
        w = relative(mu)
        cut = (v_fermi**2 - v*v - w*w) / (2*v*w)
        return w * np.clip((1 - cut) / 2, 0, 1)

    w_cut = v_fermi - v
    mu_cut = (u_band**2 + v*v - w_cut**2) / (2*u_band*v)
    upper = np.clip(mu_cut, -1, 1)
    top = quad(allowed_flux, -1, upper, epsabs=1e-14, epsrel=1e-10)[0]
    bottom = quad(relative, -1, 1, epsabs=1e-13)[0]
    return top / bottom


mean_relative = u_band + v_on**2 / (3*u_band)
onset_coefficient = (v_fermi * (u_band + v_on)
                     / (2*u_band*v_on**2*mean_relative))
errors = []
for step in [0.01, 0.001]:
    delta = step * v_on
    ratio = allowed_fraction(v_on + delta) / (onset_coefficient*delta**2)
    errors.append(abs(ratio - 1))
assert errors[1] < 0.01 and errors[1] < 0.2 * errors[0]
assert allowed_fraction(0.99 * v_on) == 0

# Random vector collisions provide an independent check of the fraction.
rng = np.random.default_rng(12)
directions = rng.normal(size=(2, 500000, 3))
directions /= np.linalg.norm(directions, axis=2)[:, :, None]
v_test = 2 * v_on
projectile = np.array([0, 0, v_test])
w_random = np.linalg.norm(u_band * directions[0] - projectile, axis=1)
final = projectile + w_random[:, None] * directions[1]
is_empty = np.linalg.norm(final, axis=1) >= v_fermi
sample_fraction = np.sum(w_random * is_empty) / np.sum(w_random)
assert abs(sample_fraction - allowed_fraction(v_test)) < 0.003

# Sensitivity to depth and to the room-temperature Fermi edge.
v_depth = []
for trial_ev in [1.5, 2.5]:
    trial = trial_ev / HARTREE_EV
    v_depth.append(onset(np.sqrt(v_fermi**2 - 2*trial), trial))
edge_shift_ev = np.log(9) * KT_EV  # state is 90 percent occupied here
edge_speed = np.sqrt(2 * (fermi_energy - edge_shift_ev/HARTREE_EV))
v_warm = (edge_speed - u_band) / 2
occupation = 1 / (np.exp(-edge_shift_ev / KT_EV) + 1)
assert abs(occupation - 0.9) < 1e-12

# Find the shortest reciprocal vector from the fcc primitive cell.
primitive = lattice / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
reciprocal = 2 * np.pi * np.linalg.inv(primitive).T
integers = np.array(np.meshgrid(*([np.arange(-2, 3)]*3))).reshape(3, -1).T
lengths = np.linalg.norm(integers @ reciprocal, axis=1)
g_short = lengths[lengths > 1e-8].min()
assert abs(g_short - 2*np.pi*np.sqrt(3)/lattice) < 1e-10
v_lattice = depth / (q_on + g_short)

# Free Au+ ion: rms speed of the 5d pseudo-orbitals.
ion = gto.M(atom="Au 0 0 0", charge=1, spin=0, basis="lanl2dz",
            ecp="lanl2dz", verbose=0)
field = scf.RHF(ion)
field.conv_tol = 1e-10
field.kernel()
assert field.converged
occupied = np.where(field.mo_occ > 0)[0]
d_index = occupied[-5:]
d_orbitals = field.mo_coeff[:, d_index]
assert np.ptp(field.mo_energy[d_index]) < 1e-4
overlap = ion.intor("int1e_ovlp")
d_basis = [i for i, label in enumerate(ion.ao_labels(fmt=False))
           if "d" in label[2]]
d_part = d_orbitals[d_basis]
d_weight = np.trace(d_part.T @ overlap[np.ix_(d_basis, d_basis)] @ d_part)/5
assert abs(d_weight - 1) < 1e-5
kinetic = np.trace(d_orbitals.T @ ion.intor("int1e_kin") @ d_orbitals) / 5
grid = dft.gen_grid.Grids(ion)
grid.level = 3
grid.build()
basis_values = ion.eval_gto("GTOval_sph_deriv1", grid.coords)
gradients = np.einsum("xgi,ij->xgj", basis_values[1:], d_orbitals)
kinetic_grid = np.einsum("g,xgj,xgj->", grid.weights,
                         gradients, gradients) / 10
assert abs(kinetic_grid / kinetic - 1) < 0.001
u_orbital = np.sqrt(2 * kinetic)
v_orbital = onset(u_orbital, depth)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Gold lattice constant (rough input)", lattice_nm, "nm", 3)
show("d-electron depth D (input)", depth_ev, "eV", 1)
show("Depth D in atomic units", depth, "hartree", 5)
show("Free-electron density", density, "bohr^-3", 5)
show("Fermi energy", fermi_energy * HARTREE_EV, "eV", 2)
show("Fermi speed v_F", v_fermi, "a.u.")
show("Initial free-band speed u", u_band, "a.u.")
show("Onset speed, free-band electron", v_on, "a.u.")
show("Same onset speed", v_on * SPEED_AU / 1000, "km/s", 0)
show("Proton energy at that onset", proton_energy_ev(v_on), "eV", 0)
show("Onset speed, shortcut u=v_F", v_shortcut, "a.u.")
show("Proton energy, shortcut", proton_energy_ev(v_shortcut), "eV", 0)
show("Onset speed, electron at rest", v_rest, "a.u.")
show("Proton energy, electron at rest", proton_energy_ev(v_rest), "eV", 0)
show("Momentum transfer at free-band onset", q_on, "a.u.")
show("Quadratic onset coefficient", onset_coefficient, "a.u.^-2", 2)
for multiple in [1.1, 1.5, 2.0]:
    show(f"Allowed collisions at {multiple:.1f} times onset",
         100*allowed_fraction(multiple*v_on), "percent", 2)
show("Allowed free-band collisions at resting-electron onset",
     100*allowed_fraction(v_rest), "percent", 2)
show("Onset including proton recoil", v_recoil, "a.u.", 5)
show("Recoil increase of onset", recoil_shift, "a.u.", 5)
show("Thermal energy kT at 300 K", KT_EV, "eV", 4)
show("Depth below Fermi level at 90 percent occupation",
     edge_shift_ev, "eV", 4)
show("Onset using that 300 K Fermi edge", v_warm, "a.u.")
show("Free-band onset for D=1.5 eV", v_depth[0], "a.u.")
show("Free-band onset for D=2.5 eV", v_depth[1], "a.u.")
show("Shortest reciprocal-lattice vector", g_short, "a.u.")
show("Onset with one such vector added", v_lattice, "a.u.")
show("Au+ 5d pseudo-orbital kinetic energy", kinetic*HARTREE_EV, "eV", 1)
show("Au+ 5d pseudo-orbital rms speed", u_orbital, "a.u.", 3)
show("Formula evaluated at that rms speed", v_orbital, "a.u.")
print("no test failed")
```

It prints:

```
Gold lattice constant (rough input): 0.408 nm
d-electron depth D (input): 2.0 eV
Depth D in atomic units: 0.07350 hartree
Free-electron density: 0.00873 bohr^-3
Fermi energy: 5.52 eV
Fermi speed v_F: 0.6369 a.u.
Initial free-band speed u: 0.5086 a.u.
Onset speed, free-band electron: 0.0642 a.u.
Same onset speed: 140 km/s
Proton energy at that onset: 103 eV
Onset speed, shortcut u=v_F: 0.0532 a.u.
Proton energy, shortcut: 71 eV
Onset speed, electron at rest: 0.1917 a.u.
Proton energy, electron at rest: 918 eV
Momentum transfer at free-band onset: 1.1456 a.u.
Quadratic onset coefficient: 170.39 a.u.^-2
Allowed collisions at 1.1 times onset: 0.59 percent
Allowed collisions at 1.5 times onset: 8.15 percent
Allowed collisions at 2.0 times onset: 19.13 percent
Allowed free-band collisions at resting-electron onset: 36.43 percent
Onset including proton recoil: 0.06447 a.u.
Recoil increase of onset: 0.00031 a.u.
Thermal energy kT at 300 K: 0.0259 eV
Depth below Fermi level at 90 percent occupation: 0.0568 eV
Onset using that 300 K Fermi edge: 0.0625 a.u.
Free-band onset for D=1.5 eV: 0.0467 a.u.
Free-band onset for D=2.5 eV: 0.0829 a.u.
Shortest reciprocal-lattice vector: 1.4115 a.u.
Onset with one such vector added: 0.0287 a.u.
Au+ 5d pseudo-orbital kinetic energy: 69.2 eV
Au+ 5d pseudo-orbital rms speed: 2.256 a.u.
Formula evaluated at that rms speed: 0.0162 a.u.
no test failed
```
